# Transport and quantum lifetimes for elastic scattering, with an oxide-film example, part 1

(Sections cited here and not found follow in the second part.)

## First half: two lifetimes from one angular scattering rate

Suppose a scattering rate is known and a mobility is wanted. A decision must then be made: does the whole rate go into the mobility, or does each collision first get a weight that depends on how far it turns the electron? The reverse decision arises when a mobility is known and the energy width of an electron state is wanted. For the conducting oxide film treated in the second half, using the whole rate lowers the model mobility from 55.5 to 38.0 cm²/Vs, an error of 31.5 percent relative to the correctly weighted value. The choice is harmless when scattering is isotropic, and this half shows why, and what the exact condition is.

The algebra uses atomic units, in which $\hbar$, the elementary charge, the free-electron mass and $4\pi\varepsilon_0$ are all one. The electron has charge $-1$. The band is isotropic and parabolic, $E=k^2/2m$, with $m$ the band mass, so the velocity is $\mathbf k/m$. The scatterers are static, they do not flip the spin, and they are weak enough for the leading order in their potential to suffice. They sit at independent random positions $\mathbf R_j$, with $N_i$ of them per unit volume, in a box of volume $L^3$.

Let one scatterer have potential energy $V(\mathbf r)$ with Fourier transform $V(q)=\int V(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r$, taken to depend on the length of $\mathbf q$ alone. Between the plane waves $\mathbf k$ and $\mathbf k'$, with $\mathbf q=\mathbf k'-\mathbf k$, the matrix element of the total potential is

$$
M_{\mathbf k'\mathbf k}=\frac{V(q)}{L^3}\sum_j e^{-i\mathbf q\cdot\mathbf R_j}.
$$

In its squared modulus the terms with two different scatterers contain the average of $e^{-i\mathbf q\cdot\mathbf R}$ over the box, which vanishes for every allowed $\mathbf q\neq0$. The $N_iL^3$ terms with equal scatterers each contribute one. Hence

$$
\overline{|M_{\mathbf k'\mathbf k}|^2}=\frac{N_i}{L^3}|V(q)|^2 .
$$

The component $\mathbf q=0$ shifts all energies equally and scatters nothing.

To see what a scattering rate does to a quantum state, write the state as a sum of plane waves with amplitudes $c_{\mathbf k}(t)e^{-iEt}$ and start it in one of them, $\mathbf k$. The Schrödinger equation gives

$$
i\dot c_{\mathbf k}=\sum_{\mathbf k'}M_{\mathbf k\mathbf k'}e^{i(E-E')t}c_{\mathbf k'},\qquad
i\dot c_{\mathbf k'}\simeq M_{\mathbf k'\mathbf k}e^{i(E'-E)t}c_{\mathbf k},
$$

where the second equation keeps the leading order, in which the new waves are fed from the initial one. Integrating the second equation from zero to $t$ and inserting it in the first, with $(-i)^2=-1$, yields

$$
\dot c_{\mathbf k}(t)=-\sum_{\mathbf k'}|M_{\mathbf k'\mathbf k}|^2\int_0^t e^{i(E-E')(t-t')}c_{\mathbf k}(t')\,dt' .
$$

The sum over many final energies makes the integrand die out for large $t-t'$. If $c_{\mathbf k}$ changes little during that memory time, it can be taken out of the integral at time $t$, and the upper limit of the remaining integral over $s=t-t'$ can be extended to infinity:

$$
\int_0^\infty e^{i(E-E')s}ds=\pi\,\delta(E-E')+i\,\mathrm P\frac1{E-E'} .
$$

The principal-value term produces a real energy shift. The delta function produces decay. After averaging over the disorder, the magnitude of the amplitude therefore obeys

$$
|\bar c_{\mathbf k}(t)|=e^{-t/2\tau_q},\qquad
\frac1{\tau_q}=2\pi\sum_{\mathbf k'}\overline{|M_{\mathbf k'\mathbf k}|^2}\,\delta(E'-E).
$$

This defines the quantum lifetime $\tau_q$. The factor of two belongs to the amplitude; the squared magnitude of the mean amplitude decays as $e^{-t/\tau_q}$. The spectral line is the real part of the one-sided Fourier transform of the amplitude. With $\omega$ measured from the shifted energy,

$$
\mathrm{Re}\int_0^\infty e^{i\omega t-t/2\tau_q}dt=\frac{1/2\tau_q}{\omega^2+(1/2\tau_q)^2},
$$

which falls to half its peak at $\omega=\pm1/2\tau_q$. The full width at half height is thus $1/\tau_q$, or $\hbar/\tau_q$ in ordinary units.

The sum over final states becomes an integral over directions. For one spin,

$$
\sum_{\mathbf k'}\to\frac{L^3}{(2\pi)^3}\int k'^2dk'\,d\Omega,
\qquad k'^2dk'=mk'\,dE',
$$

because $dE'=k'dk'/m$. The delta function sets $k'=k$, and the volume cancels. Collecting $2\pi/(2\pi)^3=1/4\pi^2$ gives the rate per unit solid angle

$$
W(\theta)=\frac{N_i m k}{4\pi^2}|V(q)|^2,\qquad
q^2=k^2+k^2-2k^2\cos\theta=2k^2(1-\cos\theta),
$$

where $\theta$ is the angle between $\mathbf k$ and $\mathbf k'$. In these terms

$$
\frac1{\tau_q}=\int W(\theta)\,d\Omega .
$$

Every deflection counts fully here, however small, since any change of wave vector removes the electron from its initial plane wave.

A current asks a different question. Let $f(\mathbf k)$ be the occupation of a state and let a weak uniform electric field $\mathbf F$ act. The force on the electron is $-\mathbf F$, so $\dot{\mathbf k}=-\mathbf F$, and the steady Boltzmann equation is

$$
-\mathbf F\cdot\nabla_{\mathbf k}f=\int W(\theta)\,[f'(1-f)-f(1-f')]\,d\Omega .
$$

Here $f'$ is the occupation at $\mathbf k'$. The first term in the bracket is scattering into $\mathbf k$ and the second is scattering out; both carry the same $W$ because the squared matrix element is the same in both directions. The products $ff'$ cancel, leaving $f'-f$. The Pauli principle therefore drops out of elastic collisions even in a degenerate gas.

Write $f=f_0(E)+g(\mathbf k)$, with $f_0$ the Fermi function and $g$ of first order in the field. Since $k'=k$, the two values of $f_0$ cancel in the collision term. On the left, to first order, $\nabla_{\mathbf k}f_0=(df_0/dE)\,\mathbf k/m$. With $\alpha$ the angle between $\mathbf k$ and $\mathbf F$, the equation becomes

$$
-F\,\frac{k}{m}\cos\alpha\,\frac{df_0}{dE}=\int W(\theta)\,[g(\mathbf k')-g(\mathbf k)]\,d\Omega .
$$

The source is proportional to $\cos\alpha$, so try $g=A(E)\cos\alpha$. Let $\mathbf n$ be the direction of $\mathbf k$ and $\mathbf e_1,\mathbf e_2$ two unit vectors perpendicular to it and to each other. The new direction is

$$
\mathbf n'=\mathbf n\cos\theta+(\mathbf e_1\cos\varphi+\mathbf e_2\sin\varphi)\sin\theta .
$$

Projecting on the field direction gives $\cos\alpha'$. Because $W$ does not depend on $\varphi$, the terms in $\cos\varphi$ and $\sin\varphi$ average to zero, and $\cos\alpha'$ can be replaced by $\cos\alpha\cos\theta$. The collision term is then

$$
A\cos\alpha\int W(\theta)(\cos\theta-1)\,d\Omega=-\frac{g}{\tau_{tr}},\qquad
\frac1{\tau_{tr}}=\int W(\theta)(1-\cos\theta)\,d\Omega .
$$

The trial form solves the equation, with

$$
g=F\,\tau_{tr}\,\frac{k}{m}\cos\alpha\,\frac{df_0}{dE}.
$$

It is negative along the field, as it should be for negative carriers. No other solution carries a different current. The difference $h$ of two solutions satisfies $\int W(h'-h)d\Omega=0$; multiplying by $h$, integrating over the directions of $\mathbf k$ and exchanging the two directions in half of the result gives $-\tfrac12\int\!\!\int W(h'-h)^2=0$. If $W$ is positive at almost all angles, $h$ is the same in all directions at each energy, and such a function has no current.

The one in $1-\cos\theta$ comes from scattering out and the cosine from scattering in: an electron that arrives at $\mathbf k$ still remembers part of its previous drift. The same result follows by counting. Collisions occur at random with mean spacing $\tau_q$, and each multiplies the mean velocity along the original direction by

$$
\langle\cos\theta\rangle=\tau_q\int W(\theta)\cos\theta\,d\Omega .
$$

For $|\langle\cos\theta\rangle|<1$ the time integral of that velocity, divided by its initial value, is $\tau_q(1+\langle\cos\theta\rangle+\langle\cos\theta\rangle^2+\dots)$, which sums to

$$
\frac{\tau_{tr}}{\tau_q}=\frac1{1-\langle\cos\theta\rangle}.
$$

Dividing the two rate integrals gives the same relation directly.

The lifetimes are equal if and only if $\langle\cos\theta\rangle=0$. Isotropic scattering satisfies this, because the integral of $\cos\theta$ over the sphere vanishes. Isotropy is sufficient but not necessary: $W\propto1+3\cos^2\theta$ is far from isotropic, yet it weights forward and backward directions equally and also gives a ratio of one. A positive mean cosine, as in predominantly small-angle scattering, makes $\tau_{tr}$ the longer time, without an upper limit. A negative mean cosine makes it the shorter. For $W\propto1-\cos\theta$, with $c=\cos\theta$,

$$
\langle c\rangle=\frac{\int_{-1}^1c(1-c)\,dc}{\int_{-1}^1(1-c)\,dc}=\frac{-2/3}{2}=-\frac13,
\qquad \frac{\tau_{tr}}{\tau_q}=\frac34 .
$$

Since $\langle\cos\theta\rangle\ge-1$, the ratio cannot fall below one half. The pattern $(1-\cos\theta)^{12}$, strongly peaked backward, comes near this bound: the mean of $x=(1-\cos\theta)/2$ is $\int_0^1x^{13}dx/\int_0^1x^{12}dx=13/14$, so $\langle\cos\theta\rangle=1-2\times13/14=-6/7$ and the ratio is $7/13=0.5385$. These values were tested by solving the collision equation on a grid of 512 directions without assuming the cosine form of $g$; the first three patterns gave 1.0000, 1.0000 and 0.7500.

The word elastic enters twice in the derivation, in the cancellation of the Pauli factors and in $k'=k$. If energy is exchanged, $g$ at one energy is coupled to $g$ at others, and the weight $1-\cos\theta$ alone no longer gives the answer. With isotropic inelastic rates the incoming part still averages to zero over directions, so the current relaxes at the outgoing rate of the linearised equation; that rate, however, contains occupation factors. It will be needed for phonons below.

Both derivations start from the leading order in the disorder. A direct test avoids that step by propagating waves through random potentials. Take two dimensions, with $\hbar$, the mass and the grid step equal to one, and a periodic square of 180 by 180 points. The initial plane wave has 28 wavelengths across the square. If the potential has spectrum $S(q)$, then $\overline{|M|^2}=S/L^2$, the sum over states is $L^2\int k'dk'd\theta/(2\pi)^2$, and $k'dk'=dE'$, so the golden-rule prediction is

$$
\frac1{\tau_q}=\frac1{2\pi}\int_0^{2\pi}S(q)\,d\theta,\qquad
\frac1{\tau_{tr}}=\frac1{2\pi}\int_0^{2\pi}S(q)(1-\cos\theta)\,d\theta .
$$

The first potential is smooth, with root-mean-square height 0.06 and $S\propto e^{-q^2\xi^2/2}$, $\xi=1.5$. The second has height 0.14 and no correlation between grid points, so $S$ is constant and scattering is isotropic. Eight samples of each were averaged, and the decays were fitted between times 10 and 60. For the smooth potential, twice the decay rate of the mean amplitude was 0.0140 against a predicted 0.0150, and the momentum decayed at 0.0043 against 0.0042. One wave thus shows two decay times with a ratio of 3.3, where the golden rule gives 3.6. For the uncorrelated potential the rates were 0.0199 and 0.0207, both against 0.0196, a ratio of 0.96 where equality is predicted. The deviations, up to 7 percent in a rate, lie within the 15 percent allowed for few samples and higher orders; the test does not separate these two causes.

## Second half: screened donors and a conducting oxide film

The symbols carried over are the wave number $k$, the band mass $m$, the density $N_i$ of scatterers, the Fourier transform $V(q)$ of one scatterer's potential, and the angular rate $W=N_imk|V(q)|^2/4\pi^2$ with $q^2=2k^2(1-\cos\theta)$. Its plain integral over solid angle is $1/\tau_q$, the energy width of a state; its integral with weight $1-\cos\theta$ is $1/\tau_{tr}$, the relaxation rate of the current. Atomic units continue in the algebra.

The mobility follows from the deviation $g=F\tau_{tr}(k/m)\cos\alpha\,(df_0/dE)$ found above. With two spins and charge $-1$, the current density along the field is

$$
j=-2\int\frac{d^3k}{(2\pi)^3}\frac km\cos\alpha\;g .
$$

The angular integral of $\cos^2\alpha$ is $4\pi/3$, and $dk=m\,dE/k$, so

$$
j=\frac{F}{3\pi^2m}\int k^3\tau_{tr}(E)\left(-\frac{df_0}{dE}\right)dE .
$$

At zero temperature $-df_0/dE$ is a delta function at the Fermi energy $E_F$. The electron density is $n=k_F^3/3\pi^2$, so $j=n\tau_{tr}F/m$. The mobility, defined by $j=n\mu F$, is $\mu=\tau_{tr}/m$, or $e\tau_{tr}/m$ in ordinary units with $m$ then in kilograms. It is the transport lifetime at the Fermi energy that enters.

In a doped oxide the donors that supply the electrons also scatter them. Let a donor have charge $+Z$ in a medium of relative permittivity $\varepsilon$, and let $\phi$ be its electrostatic potential. An electron has potential energy $-\phi$. If $\phi$ varies slowly, the local density is that of a gas with Fermi energy $E_F+\phi$, so the density rises by $(dn/dE_F)\phi$ to first order. These electrons carry negative charge, and Poisson's equation reads

$$
\nabla^2\phi=-\frac{4\pi}{\varepsilon}\left[Z\delta(\mathbf r)-\frac{dn}{dE_F}\phi\right].
$$

In Fourier space $\nabla^2$ becomes $-q^2$. Solving for $\phi$ and changing its sign gives the potential energy

$$
V(q)=-\frac{4\pi Z}{\varepsilon(q^2+\kappa^2)},\qquad
\kappa^2=\frac{4\pi}{\varepsilon}\frac{dn}{dE_F}=\frac{4mk_F}{\pi\varepsilon}.
$$

The last step uses $n=(2mE_F)^{3/2}/3\pi^2$, whose derivative is $mk_F/\pi^2$. This is Thomas–Fermi screening, with screening length $1/\kappa$. The negative sign says that the donor attracts; it disappears when $V$ is squared.

Inserting $V$ in $W$ gives

$$
W=\frac{4N_imkZ^2}{\varepsilon^2(q^2+\kappa^2)^2}.
$$

Use $u=q^2$ as the integration variable. Since $u=2k^2(1-\cos\theta)$, it runs from 0 to $4k^2$, and $d\Omega=2\pi\sin\theta\,d\theta=\pi\,du/k^2$. With

$$
K=\frac{4\pi N_imZ^2}{\varepsilon^2k},\qquad b=\frac{4k^2}{\kappa^2},
$$

the quantum rate is

$$
\frac1{\tau_q}=K\int_0^{4k^2}\frac{du}{(u+\kappa^2)^2}
=K\left[\frac1{\kappa^2}-\frac1{\kappa^2+4k^2}\right]
=\frac K{\kappa^2}\,\frac b{1+b}.
$$

The quantum and transport lifetimes are equal exactly when the mean cosine of the scattering angle vanishes, the mobility takes the transport lifetime, and the quantum rate for screened donors is now known. What remains is the donors' transport rate, the numbers for the oxide film, and how far they can be trusted.

Numerical values quoted here were computed with a short program.
